\section*{The five d² term energies from 6j symbols and Racah parameters}

\section{Problem}

Two electrons occupy the same $d$ shell, with one common normalized radial function $R(r)$. The Hamiltonian is nonrelativistic, spin--orbit coupling is neglected, and the state is restricted to the single configuration $d^2$. One-electron energies and the interaction with closed shells then shift all terms equally and are left out. In atomic units the remaining energy of a term with orbital angular momentum $L$ is
\begin{equation}
E(L)=\langle 1/r_{12}\rangle=\sum_k f_k(L)\,F^k ,
\end{equation}
with the Slater integrals
\begin{equation}
F^k=\int_0^\infty\!\!\int_0^\infty \frac{r_<^k}{r_>^{k+1}}\,R(r_1)^2R(r_2)^2\,r_1^2r_2^2\,dr_1dr_2 .
\end{equation}
Here $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$. Define
\begin{equation}
\begin{gathered}
F_0=F^0,\quad F_2=F^2/49,\quad F_4=F^4/441,\\
A=F_0-49F_4,\quad B=F_2-5F_4,\quad C=35F_4 .
\end{gathered}
\end{equation}

(a) Express $f_k(L)$ through a $6j$ symbol and evaluate it for all terms. (b) Write the five energies in $A,B,C$ and find $E({}^3P)-E({}^3F)$. (c) Evaluate the energies for the model orbital $R\propto r^2e^{-\zeta r}$ with $\zeta=6\ \text{\AA}^{-1}$.

\section{First estimate by scaling}

The radial density $r^2R^2\propto r^6e^{-2\zeta r}$ has its maximum where $6/r=2\zeta$, at $r_0=3/\zeta=0.50$ \AA. The Coulomb energy at this distance is
\begin{equation}
\frac{e^2}{4\pi\varepsilon_0r_0}=\frac{14.40\ \text{eV\,\AA}}{0.50\ \text{\AA}}=28.8\ \text{eV}.
\end{equation}
This is the scale of the total repulsion. Its spherical part is the same for all terms, so a splitting comes from the multipoles $k>0$ of the interaction, of which the quadrupole comes first. Its size is estimated here from the quadrupole moment of a single $d$ orbital.

For $m=2$ the angular density in $x=\cos\theta$ is $\frac{15}{16}(1-x^2)^2$, which gives $\langle x^2\rangle=1/7$ and
\begin{equation}
\langle P_2\rangle=\tfrac12\left(\tfrac37-1\right)=-\tfrac27 .
\end{equation}
Two such clouds carry the quadrupole factor $(2/7)^2=4/49$. Replacing the radial factor $r_<^2/r_>^3$ by $1/r_0$ gives
\begin{equation}
\Delta E_{\rm est}\sim\frac{4}{49}\times28.8\ \text{eV}\approx2.4\ \text{eV}.
\label{est}
\end{equation}
This is an order of magnitude for a term splitting. It does not say which term is lower.

\section{Exact solution}

\subsection{Spin and exchange}

The coupled orbital states are
\begin{equation}
|LM\rangle=\sum_{m_1m_2}(-1)^M\sqrt{2L+1}
\begin{pmatrix}2&2&L\\m_1&m_2&-M\end{pmatrix}|m_1m_2\rangle .
\end{equation}
Interchanging two columns of a $3j$ symbol multiplies it by $(-1)$ to the sum of its upper entries, here $(-1)^{4+L}=(-1)^L$. Exchange of the electrons therefore gives $(-1)^L$. The Pauli principle pairs even $L$ with the antisymmetric spin singlet and odd $L$ with the symmetric triplet. The terms are ${}^1S,{}^3P,{}^1D,{}^3F,{}^1G$. Each product of $|LM\rangle$ with its spin state is already antisymmetric and normalized, so its direct expectation value is the full energy and no exchange term is to be added.

\subsection{The 6j formula}

The multipole expansion is
\begin{equation}
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC^k_q(1)C^k_{-q}(2),
\qquad C^k_q=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq}.
\end{equation}
Between $d$ functions, parity requires even $k$ and the triangle rule requires $k\le4$, so $k=0,2,4$. The Wigner--Eckart theorem reads
\begin{equation}
\langle2m|C^k_q|2m'\rangle=(-1)^m
\begin{pmatrix}2&k&2\\-m&q&m'\end{pmatrix}c_k ,
\end{equation}
where $c_k$ is the reduced matrix element. The energy does not depend on $M$, so it may be averaged over $M$. The factor $1/(2L+1)$ of the average cancels the two factors $\sqrt{2L+1}$ of the states, and
\begin{align}
f_k(L)=c_k^2\sum(-1)^{q+m_1+m_2}
&\begin{pmatrix}2&2&L\\m_1&m_2&-M\end{pmatrix}
\begin{pmatrix}2&2&L\\m_1'&m_2'&-M\end{pmatrix}\nonumber\\
\times&\begin{pmatrix}2&k&2\\-m_1&q&m_1'\end{pmatrix}
\begin{pmatrix}2&k&2\\-m_2&-q&m_2'\end{pmatrix}.
\label{four}
\end{align}
The sum runs over all projections. The $6j$ symbol is defined by such a contraction:
\begin{align}
\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}
=\sum(-1)^{\sum_i(j_i-\mu_i)}
&\begin{pmatrix}j_1&j_2&j_3\\-\mu_1&-\mu_2&-\mu_3\end{pmatrix}
\begin{pmatrix}j_1&j_5&j_6\\\mu_1&-\mu_5&\mu_6\end{pmatrix}\nonumber\\
\times&\begin{pmatrix}j_4&j_2&j_6\\\mu_4&\mu_2&-\mu_6\end{pmatrix}
\begin{pmatrix}j_4&j_5&j_3\\-\mu_4&\mu_5&\mu_3\end{pmatrix}.
\end{align}
Set $j_3=L$, $j_6=k$, the other $j_i=2$, and $\mu_1=-m_1$, $\mu_2=-m_2$, $\mu_3=M$, $\mu_4=m_2'$, $\mu_5=-m_1'$, $\mu_6=q$. The four symbols become those of Eq.~(\ref{four}):
\begin{itemize}
\item The first is identical.
\item The second differs by a column interchange, with sign $(-1)^{4+k}=+1$.
\item The third differs by a cyclic permutation, without sign.
\item The fourth needs one column interchange and a reversal of all projections. Each gives $(-1)^L$, and together they give $+1$.
\end{itemize}
Since $m_1+m_2=m_1'+m_2'=M$, the phase in the definition is $(-1)^{L+k+3M+q}=(-1)^L(-1)^{M+q}$. The phase in Eq.~(\ref{four}) is $(-1)^{q+M}$. The two differ by $(-1)^L$, so
\begin{equation}
f_k(L)=(-1)^L\,c_k^2\begin{Bmatrix}2&2&L\\2&2&k\end{Bmatrix}.
\end{equation}

To find $c_k$, take $m=q=m'=0$. The integral over the sphere is
\begin{equation}
\langle20|C^k_0|20\rangle=\frac52\int_{-1}^1P_2^2P_k\,dx
=5\begin{pmatrix}2&k&2\\0&0&0\end{pmatrix}^2 ,
\end{equation}
where the last step is the standard integral of three Legendre polynomials. The Wigner--Eckart theorem gives $c_k$ times one such $3j$ symbol, so $c_k^2=25\begin{pmatrix}2&k&2\\0&0&0\end{pmatrix}^2$. From
\begin{equation}
P_2^2=\tfrac15+\tfrac27P_2+\tfrac{18}{35}P_4,\qquad
\tfrac12\int_{-1}^1P_k^2\,dx=\tfrac1{2k+1},
\end{equation}
the squared $3j$ symbols are $\frac15$, $\frac27\cdot\frac15=\frac2{35}$ and $\frac{18}{35}\cdot\frac19=\frac2{35}$. Hence $c_0^2=5$ and $c_2^2=c_4^2=10/7$.

\subsection{Values of the 6j symbols}

Racah's single-sum formula contains a square-root factor for each of the four triads. Here the triads $(2\,2\,L)$ and $(2\,2\,k)$ both occur twice, and the roots disappear:
\begin{align}
\begin{Bmatrix}2&2&L\\2&2&k\end{Bmatrix}&=\Delta_L\Delta_kS_k(L),\qquad
\Delta_j=\frac{(4-j)!\,(j!)^2}{(5+j)!},\\
S_k(L)&=\sum_t\frac{(-1)^t(t+1)!}{[(t-4-L)!\,(t-4-k)!\,(4+L+k-t)!]^2\,(8-t)!}.
\end{align}
The sum includes those $t$ for which no factorial has a negative argument.

For $k=0$ this leaves $t=4+L$, with
\begin{equation}
S_0=\frac{(-1)^L(5+L)!}{(L!)^2(4-L)!}=\frac{(-1)^L}{\Delta_L}.
\end{equation}
As $\Delta_0=1/5$, the symbol is $(-1)^L/5$ and $f_0=1$ for every term.

For $k=4$ only $t=8$ is allowed. With $\Delta_4=(4!)^2/9!$,
\begin{equation}
\begin{Bmatrix}2&2&L\\2&2&4\end{Bmatrix}
=\Delta_L\frac{(4!)^2}{9!}\,\frac{9!}{[(4-L)!\,L!]^2}
=\frac{576}{(5+L)!\,(4-L)!}.
\end{equation}

For $k=2$ the terms with $t=6,7,8$, where allowed, are
\begin{align}
S_2(0)&=630, & S_2(1)&=2520-10080=-7560,\nonumber\\
S_2(2)&=630-40320+22680=-17010, & S_2(3)&=-10080+90720=80640,\nonumber\\
S_2(4)&=22680.
\end{align}
The factors $\Delta_L$ for $L=0,\dots,4$ are $\frac15,\frac1{120},\frac1{630},\frac1{1120},\frac1{630}$. Multiplication by $\Delta_L\Delta_2$, and then by $(-1)^L\,10/7$, gives
\begin{center}
\begin{tabular}{lrrrrr}
 & ${}^1S$ & ${}^3P$ & ${}^1D$ & ${}^3F$ & ${}^1G$\\
$6j$, $k=2$ & $1/5$ & $-1/10$ & $-3/70$ & $4/35$ & $2/35$\\
$6j$, $k=4$ & $1/5$ & $2/15$ & $2/35$ & $1/70$ & $1/630$\\
$49f_2$ & $14$ & $7$ & $-3$ & $-8$ & $4$\\
$441f_4$ & $126$ & $-84$ & $36$ & $-9$ & $1$
\end{tabular}
\end{center}

Two checks need no $6j$ symbol. First, $\sum_m|Y_{2m}|^2$ is spherical, so the trace of $C^k_q$ over the $d$ functions vanishes for $k>0$. The trace of the $k=2$ part and of the $k=4$ part of the two-electron operator over all 25 orbital products then vanishes too, $\sum_L(2L+1)f_k(L)=0$:
\begin{align}
14+3\cdot7-5\cdot3-7\cdot8+9\cdot4&=0,\\
126-3\cdot84+5\cdot36-7\cdot9+9\cdot1&=0.
\end{align}
Second, the ${}^1G$ state with $M=4$ is the single product $|22\rangle|22\rangle$, so $f_k(4)=\langle P_k\rangle^2$ for $m=2$. With $\langle P_2\rangle=-2/7$ this is $4/49$. With $\langle x^4\rangle=1/21$ one finds $\langle P_4\rangle=\frac18(\frac{35}{21}-\frac{30}7+3)=\frac1{21}$, whose square is $1/441$.

\subsection{Racah parameters}

The table gives $E=F_0+49f_2F_2+441f_4F_4$. The definitions of $A,B,C$ invert to
\begin{equation}
F_4=\frac C{35},\qquad F_2=B+\frac C7,\qquad F_0=A+\frac{7C}5 .
\end{equation}
The coefficient of $A$ is therefore 1, that of $B$ is $49f_2$, and that of $C$ is $(49+5\cdot49f_2+441f_4)/35$:
\begin{align}
{}^1S:&\ (49+70+126)/35=7, & {}^3P:&\ (49+35-84)/35=0,\nonumber\\
{}^1D:&\ (49-15+36)/35=2, & {}^3F:&\ (49-40-9)/35=0,\nonumber\\
{}^1G:&\ (49+20+1)/35=2.
\end{align}
The five energies are
\begin{align}
E({}^1S)&=A+14B+7C, & E({}^3P)&=A+7B,\nonumber\\
E({}^1D)&=A-3B+2C, & E({}^3F)&=A-8B,\nonumber\\
E({}^1G)&=A+4B+2C,
\end{align}
and the two triplets differ by
\begin{equation}
E({}^3P)-E({}^3F)=15B=15F_2-75F_4 .
\label{gap}
\end{equation}

The sign of $B$ follows without choosing an orbital. For $r_1\ne r_2$,
\begin{equation}
\frac{r_<^4}{r_>^5}=\frac{r_<^2}{r_>^3}\left(\frac{r_<}{r_>}\right)^2<\frac{r_<^2}{r_>^3},
\end{equation}
and the densities are nonnegative, so $F^2>F^4>0$. Then $B=(9F^2-5F^4)/441>0$, and ${}^3P$ lies above ${}^3F$. The singlets ${}^1D,{}^1G,{}^1S$ lie above ${}^3F$ by $5B+2C$, $12B+2C$ and $22B+7C$, all positive. Within the stated assumptions ${}^3F$ is thus the lowest term for any $R(r)$. The order of ${}^1D$ and ${}^3P$ depends on the orbital: since $E({}^3P)-E({}^1D)=10B-2C$, ${}^1D$ is the lower one if $C<5B$. With $C=35F^4/441$ and $B=(9F^2-5F^4)/441$ this condition reads $F^4/F^2<3/4$. It fails for a thin radial shell, where $r_</r_>$ stays close to 1 and $F^4/F^2$ approaches 1.

Equation~(\ref{gap}) relies on one radial function for both terms and on a single configuration. If the orbitals relax differently in ${}^3P$ and ${}^3F$, or if other configurations mix in, the splitting need not equal $15B$ with $B$ computed from one $R$. Spin--orbit coupling or a ligand field mixes the terms and splits some of them: spin--orbit coupling splits the two triplets and only shifts the singlets, while a cubic field splits ${}^3F$, ${}^1D$ and ${}^1G$ but not ${}^3P$.

\subsection{The model orbital}

Normalization gives $R^2=(2\zeta)^7r^4e^{-2\zeta r}/6!$. The regions $r_1<r_2$ and $r_1>r_2$ contribute equally. With $x=2\zeta r_>$ and $y=2\zeta r_<$,
\begin{equation}
F^k=\frac{4\zeta}{(6!)^2}\int_0^\infty dx\,x^{5-k}e^{-x}\int_0^xdy\,y^{6+k}e^{-y}.
\end{equation}
Let $n=6+k$ and $p=5-k$. Repeated integration by parts gives the inner integral as $n!\,[1-e^{-x}\sum_{j=0}^nx^j/j!]$. The outer integral then yields
\begin{equation}
F^k=\frac{4\zeta\,n!\,p!}{(6!)^2}\left[1-\sum_{j=0}^n\binom{p+j}{p}\frac1{2^{p+1+j}}\right].
\end{equation}
The $j$th summand is the probability that, in tosses of a fair coin, head number $p+1$ appears at toss $p+1+j$. The sum extends to toss $p+1+n=12$. The bracket is therefore the probability of at most $p$ heads in 12 tosses, $2^{-12}\sum_{i=0}^p\binom{12}i$:
\begin{align}
F^0&=\frac23\cdot\frac{1586}{4096}\,\zeta=\frac{793}{3072}\,\zeta,\nonumber\\
F^2&=\frac{28}{15}\cdot\frac{299}{4096}\,\zeta=\frac{2093}{15360}\,\zeta,\nonumber\\
F^4&=28\cdot\frac{13}{4096}\,\zeta=\frac{91}{1024}\,\zeta .
\end{align}
To obtain eV, $\zeta$ is replaced by $14.40\ \text{eV\,\AA}\times6\ \text{\AA}^{-1}=86.4$ eV. This gives $F^0=22.30$, $F^2=11.77$ and $F^4=7.68$ eV, so $F_2=0.2403$ eV and $F_4=0.01741$ eV. Then
\begin{align}
A&=22.30-49(0.01741)=21.45\ \text{eV},\nonumber\\
B&=0.2403-5(0.01741)=0.1532\ \text{eV},\nonumber\\
C&=35(0.01741)=0.609\ \text{eV}.
\end{align}
\begin{center}
\begin{tabular}{lrr}
Term & $E$ (eV) & above ${}^3F$ (eV)\\
${}^3F$ & 20.22 & 0\\
${}^1D$ & 22.21 & 1.98\\
${}^3P$ & 22.52 & 2.30\\
${}^1G$ & 23.28 & 3.06\\
${}^1S$ & 27.86 & 7.64
\end{tabular}
\end{center}
The triplet splitting is $15B=2.30$ eV, or 0.0845 hartree. This number belongs to the model: $\zeta$ is not fitted to any ion. For Ti$^{2+}$ a self-consistent $3d$ orbital in the single configuration gives about 1.7 eV, and the measured separation is lower still, about 1.3 eV. The ratio $C/B=3.98$ is below 5, which places ${}^1D$ below ${}^3P$. The numerical check obtains the same five energies by diagonalizing $1/r_{12}$ with two-electron integrals that use no multipole expansion.

\section{Comparison of the two}

The estimate (\ref{est}) gave 2.4 eV and the exact splitting in this model is 2.30 eV. This closeness is accidental, as three factors separate the two results:
\begin{itemize}
\item The radial integral $F^2=11.77$ eV is smaller than the assumed 28.8 eV by the factor 0.41, because $r_<^2/r_>^3$ averaged over the spread-out density is well below $1/r_0$.
\item The difference of the quadrupole coefficients of ${}^3P$ and ${}^3F$ is $15/49$ and not $4/49$, a factor 3.75.
\item The $k=4$ part, absent from the estimate, lowers the splitting from $15F_2=3.60$ eV by $75F_4=1.31$ eV, a factor 0.64.
\end{itemize}
Their product is $0.41\times3.75\times0.64\approx0.98$. Each factor alone would change the estimate by a third or more.

The dependence on orbital size is the part that scaling gets right. Both results are proportional to $\zeta$, since each $F^k$ is a pure number times $\zeta$: an orbital of the same shape and half the radius has twice the splitting. The sign of the splitting and the ground term ${}^3F$ follow from the angular algebra and $F^2>F^4>0$ alone. The numerical coefficient and the order of ${}^1D$ and ${}^3P$ also require the values of the radial integrals $F^k$.

\section*{Computed values}
\begin{verbatim}
squared 3j (2 k 2;000), k=0,2,4: 1/5 2/35 2/35
prefactor 25*(3j)^2, k=0,2,4: 5 10/7 10/7
triangle factor squared (2 2 L), L=0..4: 1/5 1/120 1/630 1/1120 1/630
Racah sum for k=2, L=0..4: 630 -7560 -17010 80640 22680
6j {2 2 L;2 2 0}, L=0..4: 1/5 -1/5 1/5 -1/5 1/5
6j {2 2 L;2 2 2}, L=0..4: 1/5 -1/10 -3/70 4/35 2/35
6j {2 2 L;2 2 4}, L=0..4: 1/5 2/15 2/35 1/70 1/630
f_0(L), L=0..4: 1 1 1 1 1
f_2(L), L=0..4: 2/7 1/7 -3/49 -8/49 4/49
f_4(L), L=0..4: 2/7 -4/21 4/49 -1/49 1/441
49 f_2(L), L=0..4: 14 7 -3 -8 4
441 f_4(L), L=0..4: 126 -84 36 -9 1
sum (2L+1) f_k, k=2,4: 0 0
sum (-1)^L (2L+1) f_k, k=2,4: 10/7 10/7
Gaunt c^2(22,22) = -0.285714, c^4(22,22) = 0.047619
1S: coefficients of A, B, C = 1 14 7 ; degeneracy = 1
3P: coefficients of A, B, C = 1 7 0 ; degeneracy = 9
1D: coefficients of A, B, C = 1 -3 2 ; degeneracy = 5
3F: coefficients of A, B, C = 1 -8 0 ; degeneracy = 21
1G: coefficients of A, B, C = 1 4 2 ; degeneracy = 9
zeta = 6.0 1/angstrom
radius of maximum radial density 3/zeta = 0.50 angstrom
e^2/(4 pi eps0) = 14.39965 eV angstrom
F^0/zeta = 793/3072 (atomic units); F^0 = 22.30258 eV
F^2/zeta = 2093/15360 (atomic units); F^2 = 11.77284 eV
F^4/zeta = 91/1024 (atomic units); F^4 = 7.67794 eV
F_2 = F^2/49 = 0.240262 eV
F_4 = F^4/441 = 0.017410 eV
A = 21.44947 eV
B = 0.153211 eV
C = 0.609360 eV
C/B = 3.9773
Gaussian expansion: 20 terms, 1 - overlap = 3.7e-12
E(1S) = 27.85994 eV; above 3F: 7.63615 eV; direct integrals: 27.85994 eV
E(3P) = 22.52195 eV; above 3F: 2.29816 eV; direct integrals: 22.52195 eV
E(1D) = 22.20856 eV; above 3F: 1.98477 eV; direct integrals: 22.20856 eV
E(3F) = 20.22379 eV; above 3F: 0.00000 eV; direct integrals: 20.22379 eV
E(1G) = 23.28103 eV; above 3F: 3.05725 eV; direct integrals: 23.28103 eV
15 B = 2.29816 eV = 0.084456 hartree
3P - 3F from direct integrals = 2.29816 eV
largest deviation, 45 determinants = 7.6e-10 eV
\end{verbatim}
